# Peak Temperature in First-Order Thermal Desorption and the Redhead Approximation: a numerical check

```python
# First-order thermal desorption: -dtheta/dt = nu*theta*exp(-E/kT), T = T0 + beta*t.
# Result under test: the rate peaks at Tp with E/(k Tp^2) = (nu/beta) exp(-E/kTp), so
#   E = k Tp W(A), A = nu Tp/beta, and Tp = E/(2k W(sqrt(nu E/(k beta))/2)), W = Lambert W.
# Redhead formula E_R = k Tp (L - c), L = ln A, c = 3.64; with x = E/kTp its error is
#   E_R - E = k Tp (ln x - c).
# Symbols: theta coverage, nu prefactor (1/s), beta heating rate (K/s), E barrier (eV).
# Independent road: integrate the rate equation in time and locate the maximum numerically.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, e as q_e, N_A
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw, expn

k = physical_constants['Boltzmann constant in eV/K'][0]
kJmol = q_e * N_A / 1e3
C = 3.64
W = lambda z: float(lambertw(z).real)


def simulate(E, nu, beta, T0=200.0, theta0=1.0, order=1):
    """Returns a temperature grid, theta(T) and rate(T) from direct time integration."""
    def rhs(t, y):
        return [-nu * y[0]**order * np.exp(-E / (k * (T0 + beta * t)))]

    def nearly_empty(t, y):
        return y[0] - 0.02 * theta0
    nearly_empty.terminal = True
    s = solve_ivp(rhs, [0, 1500 / beta], [theta0], method='DOP853', rtol=1e-12,
                  atol=1e-14, max_step=2 / beta, dense_output=True, events=nearly_empty)
    theta = lambda T: s.sol((T - T0) / beta)[0]
    rate = lambda T: nu / beta * theta(T)**order * np.exp(-E / (k * T))
    return np.linspace(T0, T0 + beta * s.t[-1], 600), theta, rate


def simulated_peak(E, nu, beta, **kw):
    T, theta, rate = simulate(E, nu, beta, **kw)
    i = int(np.argmax(rate(T)))
    assert 0 < i < len(T) - 1
    m = minimize_scalar(lambda u: -np.log(rate(u)), bounds=(T[i-1], T[i+1]),
                        method='bounded', options={'xatol': 1e-8})
    return m.x


def simulated_energy(Tp, nu, beta):
    L = np.log(nu * Tp / beta)   # used only to bracket the root
    return brentq(lambda E: simulated_peak(E, nu, beta) - Tp,
                  k * Tp * (L - 6), k * Tp * L, xtol=1e-8)


def peak_formula(E, nu, beta):
    return E / (2 * k * W(0.5 * np.sqrt(nu * E / (k * beta))))


# A maximum of width ~15 K located from values good to ~1e-12 is good to ~1e-4 K.
TOL_T, TOL_E = 1e-3, 1e-5

# symbolic: dr/dT = r*g after inserting dtheta/dT = -r
Ts, Es, ks, ns, bs = sp.symbols('T E k nu beta', positive=True)
th = sp.Function('theta')(Ts)
r = ns / bs * th * sp.exp(-Es / (ks * Ts))
dr = sp.diff(r, Ts).subs(sp.diff(th, Ts), -r)
g = Es / (ks * Ts**2) - ns / bs * sp.exp(-Es / (ks * Ts))
assert sp.simplify(dr - r * g) == 0

# worked example
Tp, nu, beta = 400.0, 1e13, 1.0
kT = k * Tp
A = nu * Tp / beta
L = np.log(A)
x = W(A)
E = kT * x
E_sim = simulated_energy(Tp, nu, beta)
assert abs(E_sim - E) < TOL_E
ER = kT * (L - C)
assert abs((ER - E_sim) - kT * (np.log(x) - C)) < TOL_E and ER < E_sim
E346 = kT * (L - 3.46)
print(f"k = {k:.6e} eV/K; 1 eV = {kJmol:.4f} kJ/mol")
print(f"Tp = {Tp:.1f} K, nu = {nu:.1e} 1/s, beta = {beta:.1f} K/s")
print(f"kTp = {kT:.6f} eV")
print(f"A = nu Tp/beta = {A:.3e}; L = ln A = {L:.5f}")
print(f"x = W(A) = {x:.5f}; ln x = {np.log(x):.5f}; 1/x = {1/x:.5f}")
print(f"E exact = {E:.5f} eV = {E*kJmol:.2f} kJ/mol")
print(f"E from simulated spectrum = {E_sim:.5f} eV")
print(f"L - 3.64 = {L-C:.5f}; ln x - 3.64 = {np.log(x)-C:.5f}")
print(f"E Redhead 3.64 = {ER:.5f} eV = {ER*kJmol:.2f} kJ/mol")
print(f"error 3.64 = {1e3*(ER-E):.2f} meV = {(ER-E)*kJmol:.2f} kJ/mol; {100*(ER/E-1):.3f} %")
print(f"E with 3.46 = {E346:.5f} eV; error {1e3*(E346-E):.2f} meV; {100*(E346/E-1):.3f} %")

# forward formula against simulation
for Et, nt, bt in [(E, nu, beta), (ER, nu, beta), (1.5, 1e15, 5.0), (0.7, 1e9, 0.3)]:
    assert abs(simulated_peak(Et, nt, bt) - peak_formula(Et, nt, bt)) < TOL_T
arg = 0.5 * np.sqrt(nu * ER / (k * beta))
print(f"forward problem for E Redhead: argument = {arg:.4e}, W = {W(arg):.5f}")
print(f"peak produced by E Redhead = {peak_formula(ER, nu, beta):.3f} K")

# independence of theta0 and T0; second order as a contrast
for T0, t0 in [(100.0, 1.0), (200.0, 0.1), (390.0, 0.5)]:
    p = simulated_peak(E, nu, beta, T0=T0, theta0=t0)
    assert abs(p - Tp) < TOL_T
    print(f"first order, T0 = {T0:.0f} K, theta0 = {t0:.1f}: peak {p:.3f} K")
p1 = simulated_peak(E, nu, beta, theta0=1.0, order=2)
p2 = simulated_peak(E, nu, beta, theta0=0.1, order=2)
assert p2 - p1 > 10
print(f"second order, theta0 = 1.0 and 0.1: peaks {p1:.2f} K and {p2:.2f} K")

# a single maximum; none when the ramp starts above Tp
T, theta, rate = simulate(E, nu, beta)
slope = np.sign(np.diff(np.log(rate(T))))
assert np.sum(slope[1:] != slope[:-1]) == 1 and slope[0] > 0 and slope[-1] < 0
T2, _, rate2 = simulate(E, nu, beta, T0=410.0)
assert np.all(np.diff(rate2(T2)) < 0)

# coverage in closed form
F = lambda u: u * expn(2, E / (k * u))
I = quad(lambda u: nu * np.exp(-E / (k * u)), 380, 420, epsabs=0, epsrel=1e-12)[0]
assert abs(I / (nu * (F(420.0) - F(380.0))) - 1) < 1e-9
_, theta380, _ = simulate(E, nu, beta, T0=380.0)
assert abs(theta380(410.0) - np.exp(-nu / beta * (F(410.0) - F(380.0)))) < 1e-9
expo = x * np.exp(x) * expn(2, x)
assert abs(theta(Tp) - np.exp(-expo)) < 1e-9 and theta(Tp) > np.exp(-1)
print(f"x e^x E2(x) = {expo:.5f}; theta_p/theta0 = {np.exp(-expo):.5f}; 1/e = {np.exp(-1):.5f}")

# fixed-point iteration started at e^c
x0 = np.exp(C)
its = [x0]
for n in range(5):
    its.append(L - np.log(its[-1]))
assert abs((its[3] - x) / (its[2] - x) * x + 1) < 1e-3
assert abs(its[5] - x) < 1e-6
print("iterates x0..x4: " + ", ".join(f"{v:.5f}" for v in its[:5]))
print(f"error ratio of iterates 3 and 2 = {(its[3]-x)/(its[2]-x):.5f}")

# table at 400 K, simulated with beta = 5 K/s so that only the ratio nu/beta is shared
print("nu/beta (1/K), L, x, ln x, E (eV), E_R (eV), error 3.64 (%), error 3.46 (%)")
for ratio in [1e8, 1e10, 1e12, 1e13, 1e14, 1e16]:
    Lr, xr = np.log(ratio * Tp), W(ratio * Tp)
    Esim = simulated_energy(Tp, 5 * ratio, 5.0)
    assert abs(Esim - kT * xr) < TOL_E
    assert abs((kT * (Lr - C) / Esim - 1) - (np.log(xr) - C) / xr) < 2e-5
    print(f"{ratio:.0e} {Lr:.3f} {xr:.3f} {np.log(xr):.3f} {kT*xr:.4f} {kT*(Lr-C):.4f}"
          f" {100*((Lr-C)/xr-1):+.2f} {100*((Lr-3.46)/xr-1):+.2f}")

# where the constant is exact, and the largest positive error
ratio0 = x0 * np.exp(x0) / Tp
assert abs(simulated_energy(Tp, ratio0, 1.0) - kT * (np.log(ratio0 * Tp) - C)) < TOL_E
print(f"3.64 exact at x0 = {x0:.3f}, nu/beta = {ratio0:.2e} 1/K, E = {kT*x0:.4f} eV")
Ls = np.linspace(10, 300, 2901)
xs = np.array([brentq(lambda u: u + np.log(u) - l, 1, 400, xtol=1e-13) for l in Ls])
rel = (Ls - C) / xs - 1
j = int(np.argmax(rel))
assert abs(xs[j] - np.exp(C + 1)) < 0.1 and abs(rel[j] - np.exp(-C - 1)) < 1e-7
assert np.all(np.diff(rel[:j]) > 0) and np.all(np.diff(rel[j:]) < 0)
print(f"largest positive error = {100*np.exp(-C-1):.3f} % at x = {np.exp(C+1):.2f}")
x1 = brentq(lambda u: (np.log(u) - C) / u + 0.01, 5, x0)
ratio1 = x1 * np.exp(x1) / Tp
assert abs(kT * (np.log(ratio1 * Tp) - C) / simulated_energy(Tp, ratio1, 1.0) - 0.99) < 2e-5
print(f"error -1 % at x = {x1:.3f}, nu/beta = {ratio1:.2e} 1/K")

# sensitivities against finite differences of simulated energies
s_nu = kT * x / (1 + x)
s_T = k * (x + x / (1 + x))
fd_nu = simulated_energy(Tp, nu * np.exp(0.5), beta) - simulated_energy(Tp, nu * np.exp(-0.5), beta)
fd_T = (simulated_energy(Tp + 5, nu, beta) - simulated_energy(Tp - 5, nu, beta)) / 10
assert abs(fd_nu / s_nu - 1) < 1e-3 and abs(fd_T / s_T - 1) < 1e-3
decade = kT * W(10 * A) - E
assert abs(decade / (s_nu * np.log(10)) - 1) < 5e-3 and decade > 10 * abs(ER - E)
assert abs((Tp - simulated_peak(ER, nu, beta)) * s_T / (E - ER) - 1) < 1e-2
print(f"x/(1+x) = {x/(1+x):.5f}; dE/dln(nu) = {1e3*s_nu:.2f} meV")
print(f"ln(10) dE/dln(nu) = {1e3*s_nu*np.log(10):.1f} meV")
print(f"nu x 10 raises E by {1e3*decade:.1f} meV ({100*decade/E:.2f} %)")
print(f"ratio of that shift to the 3.64 error = {decade/abs(ER-E):.1f}")
print(f"dE/dTp = {1e3*s_T:.3f} meV/K; 3.64 error equals {abs(ER-E)/s_T:.2f} K in Tp")
print("all good")
```

It prints:

```
k = 8.617333e-05 eV/K; 1 eV = 96.4853 kJ/mol
Tp = 400.0 K, nu = 1.0e+13 1/s, beta = 1.0 K/s
kTp = 0.034469 eV
A = nu Tp/beta = 4.000e+15; L = ln A = 35.92507
x = W(A) = 32.44551; ln x = 3.47956; 1/x = 0.03082
E exact = 1.11838 eV = 107.91 kJ/mol
E from simulated spectrum = 1.11838 eV
L - 3.64 = 32.28507; ln x - 3.64 = -0.16044
E Redhead 3.64 = 1.11284 eV = 107.37 kJ/mol
error 3.64 = -5.53 meV = -0.53 kJ/mol; -0.494 %
E with 3.46 = 1.11905 eV; error 0.67 meV; 0.060 %
forward problem for E Redhead: argument = 1.7968e+08, W = 16.22042
peak produced by E Redhead = 398.079 K
first order, T0 = 100 K, theta0 = 1.0: peak 400.000 K
first order, T0 = 200 K, theta0 = 0.1: peak 400.000 K
first order, T0 = 390 K, theta0 = 0.5: peak 400.000 K
second order, theta0 = 1.0 and 0.1: peaks 399.36 K and 427.82 K
x e^x E2(x) = 0.94345; theta_p/theta0 = 0.38928; 1/e = 0.36788
iterates x0..x4: 38.09184, 32.28507, 32.45047, 32.44536, 32.44551
error ratio of iterates 3 and 2 = -0.03082
nu/beta (1/K), L, x, ln x, E (eV), E_R (eV), error 3.64 (%), error 3.46 (%)
1e+08 24.412 21.351 3.061 0.7360 0.7160 -2.71 -1.87
1e+10 29.017 25.768 3.249 0.8882 0.8747 -1.52 -0.82
1e+12 33.622 30.214 3.408 1.0415 1.0335 -0.77 -0.17
1e+13 35.925 32.446 3.480 1.1184 1.1128 -0.49 +0.06
1e+14 38.228 34.681 3.546 1.1954 1.1922 -0.27 +0.25
1e+16 42.833 39.165 3.668 1.3500 1.3510 +0.07 +0.53
3.64 exact at x0 = 38.092, nu/beta = 3.33e+15 1/K, E = 1.3130 eV
largest positive error = 0.966 % at x = 103.54
error -1 % at x = 28.613, nu/beta = 1.91e+11 1/K
x/(1+x) = 0.97010; dE/dln(nu) = 33.44 meV
ln(10) dE/dln(nu) = 77.0 meV
nu x 10 raises E by 77.1 meV (6.89 %)
ratio of that shift to the 3.64 error = 13.9
dE/dTp = 2.880 meV/K; 3.64 error equals 1.92 K in Tp
all good
```
